# Speed conservation and gyrophase error of the Boris magnetic rotation

## Problem

A particle simulation of a magnetized plasma advances each velocity in time steps $\Delta t$. For a particle of charge $q$ and mass $m$ in a magnetic field $\mathbf B$, with no electric field, the equation of motion is

$$\frac{d\mathbf v}{dt}=\frac{q}{m}\,\mathbf v\times\mathbf B .$$

The Boris scheme replaces the motion during one step by two cross products. It takes the old velocity $\mathbf v^-$ to the new velocity $\mathbf v^+$ through

$$\mathbf v'=\mathbf v^-+\mathbf v^-\times\mathbf t,\qquad \mathbf v^+=\mathbf v^-+w\,\mathbf v'\times\mathbf t,$$

$$\mathbf t=\frac{q\,\Delta t}{2m}\,\mathbf B,\qquad w=\frac{2}{1+t^2},\qquad t^2=\mathbf t\cdot\mathbf t .$$

Let $\Omega=|q|B/m$ be the cyclotron frequency, $h=\Omega\,\Delta t$ the angle through which the true velocity turns in one step, and $a=h/2$. The length of $\mathbf t$ is then $a$.

1. Show that $|\mathbf v^+|=|\mathbf v^-|$ for every step size, in exact arithmetic.
2. In a uniform, static field, find the error of the gyrophase after 100 true gyroperiods when $h=0.2$.
3. Find the value of $h$ that keeps this error at 0.1 rad.

The gyrophase is the angle of the velocity component perpendicular to $\mathbf B$, counted continuously over many turns. The error is expressed as a lag: the true angle minus the numerical angle.

For numbers, take an electron in a pulsed electron-cyclotron-resonance argon source while the microwave power is off. Rough typical values are a field of 87.5 mT, a pressure of 1 mTorr and a gas temperature of 300 K. The electron has 3 eV of energy in its motion perpendicular to the field and 1 eV along it.

## First estimate by scaling

Reversing $\mathbf B$ reverses the sense of rotation, both in the true motion and in the scheme. The angle turned per step is therefore an odd function of $h$, and so is its error. If the term linear in $h$ is right, the error per step begins as $c\,h^3$. A time of $M$ gyroperiods contains $2\pi M/h$ steps, so the accumulated lag scales as

$$\frac{2\pi M}{h}\,c\,h^3=2\pi M\,c\,h^2 .$$

It grows linearly in time and quadratically with the step.

The constant $c$ follows from one step at small $a$. Put $\mathbf B$ along $+z$. The electron charge is negative, so $\mathbf t=(0,0,-a)$. Start with a perpendicular velocity of unit length along $x$. The two cross products give

$$\mathbf v'=(1,a,0),\qquad \mathbf v'\times\mathbf t=(-a^2,a,0),\qquad \mathbf v^+=(1-wa^2,\;wa,\;0).$$

The $y$ component is positive: the electron turns anticlockwise when $\mathbf B$ points at the viewer. Now $w=2-2a^2+\dots$, so up to third order in $a$ the components are $1-2a^2$ and $2a-2a^3$. Their ratio is the tangent of the angle $\theta$ turned:

$$\tan\theta\approx(2a-2a^3)(1+2a^2)\approx 2a+2a^3 .$$

With $\theta\approx\tan\theta-\tfrac13\tan^3\theta$ this becomes

$$\theta\approx 2a+2a^3-\tfrac83a^3=2a-\tfrac23a^3=h-\frac{h^3}{12}.$$

The linear term is right, as assumed, and $c=1/12$. The numerical electron turns too slowly, and the estimated lag is

$$\delta_{\rm est}=2\pi M\,\frac{h^2}{12}.$$

For $M=100$ and $h=0.2$,

$$\delta_{\rm est}=628.32\times\frac{0.04}{12}=2.094\ \text{rad}.$$

An error of one part in 300 in the rotation rate has grown to a third of a turn.

## Exact solution

### Speed

It is instructive to leave $w$ free and let the speed decide its value. Split the old velocity into a part along $\mathbf t$ and a part $\mathbf v_\perp$ perpendicular to it, and write $\mathbf c=\mathbf v^-\times\mathbf t$. Then $\mathbf v'=\mathbf v^-+\mathbf c$, and

$$\mathbf v'\times\mathbf t=\mathbf c+\mathbf c\times\mathbf t .$$

The last term is a double cross product:

$$\mathbf c\times\mathbf t=(\mathbf v^-\times\mathbf t)\times\mathbf t=\mathbf t\,(\mathbf v^-\cdot\mathbf t)-t^2\,\mathbf v^-=-t^2\,\mathbf v_\perp ,$$

because subtracting the parallel part from $\mathbf v^-$ leaves $\mathbf v_\perp$. The update is therefore

$$\mathbf v^+=\mathbf v^-+w\,\mathbf c-w\,t^2\,\mathbf v_\perp .$$

Both added vectors are perpendicular to $\mathbf t$, so the velocity component along the field does not change. The perpendicular part becomes

$$\mathbf v_\perp^+=(1-wt^2)\,\mathbf v_\perp+w\,\mathbf c .$$

The vectors $\mathbf v_\perp$ and $\mathbf c$ are perpendicular to each other, and $|\mathbf c|^2=t^2v_\perp^2$. The squared length thus has no cross term:

$$|\mathbf v_\perp^+|^2=v_\perp^2\left[(1-wt^2)^2+w^2t^2\right]
=v_\perp^2\left[1-2wt^2+w^2t^4+w^2t^2\right].$$

Since the parallel component is unchanged,

$$|\mathbf v^+|^2-|\mathbf v^-|^2=w\,t^2\,v_\perp^2\left[w(1+t^2)-2\right].$$

With $w=2/(1+t^2)$ the bracket vanishes, whatever the step size and the direction of the velocity. This proves the first claim. For a field and a perpendicular velocity that are not zero, the only other root is $w=0$, which means no rotation at all.

The denominator in $w$ matters. With $w=2$ the bracket equals $2t^2$, and the perpendicular speed is multiplied in each step by $\sqrt{1+4a^4}$. For $a=0.1$ the excess over one is only $2\times10^{-4}$, but after 3142 steps the factor is

$$(1+4\times10^{-4})^{3142/2}=1.874 .$$

The electron would have gained energy from a magnetic field that does no work.

There is a physical reason for the conservation. With the correct $w$, the update satisfies

$$\mathbf v^+-\mathbf v^-=(\mathbf v^++\mathbf v^-)\times\mathbf t .$$

To see this, note that the perpendicular part of the sum is $(2-wt^2)\mathbf v_\perp+w\mathbf c$, and that $2-wt^2=2/(1+t^2)=w$. The parallel part drops out of the cross product, which leaves $w\,\mathbf c+w\,\mathbf c\times\mathbf t=w\,\mathbf c-wt^2\mathbf v_\perp$. That is indeed the change of velocity. The scheme thus applies the magnetic force belonging to the average of the old and new velocities. This force is perpendicular to that average. Taking the dot product with $\mathbf v^++\mathbf v^-$ gives $|\mathbf v^+|^2-|\mathbf v^-|^2=0$ again.

The proof concerns a single step with any $\mathbf B$. It therefore also covers a static field that varies in space, where each step uses a different $\mathbf t$. On a computer, round-off remains. In a double-precision run of 3142 steps at $h=0.2$ in a uniform field, the final speed differed from the initial one by a relative amount of $4\times10^{-16}$.

### Angle per step

The vector $\mathbf c/a$ is perpendicular to $\mathbf v_\perp$ and has the same length. The coefficients of $\mathbf v_\perp$ and of $\mathbf c/a$ in $\mathbf v_\perp^+$ therefore give the cosine and sine of the turn:

$$\cos\theta=1-wa^2=\frac{1-a^2}{1+a^2},\qquad \sin\theta=wa=\frac{2a}{1+a^2}.$$

The half-angle formula then yields

$$\tan\frac{\theta}{2}=\frac{\sin\theta}{1+\cos\theta}=\frac{2a/(1+a^2)}{2/(1+a^2)}=a,
\qquad \theta=2\arctan\frac{h}{2}.$$

The true angle is $h$. Since $\arctan a<a$ for $a>0$, the numerical electron lags for every step size.

### Accumulated lag

One hundred gyroperiods contain $200\pi/0.2=3141.59$ steps, which is not a whole number. The phase at the end time is therefore defined by the mean numerical turning rate $\theta/\Delta t$. Over the time $T=2\pi M/\Omega$ the numerical angle is $T\theta/\Delta t=2\pi M\,\theta/h$, and the lag is

$$\delta=2\pi M\left(1-\frac{\theta}{h}\right)=2\pi M\left[1-\frac{\arctan(h/2)}{h/2}\right].$$

For $h=0.2$ the turn per step is $0.199337$ rad, so $6.627\times10^{-4}$ rad is lost in each step. Hence

$$\delta=3141.59\times6.627\times10^{-4}\ \text{rad}=2.082\ \text{rad}=119.3^\circ .$$

The convention for the fractional step hardly matters. Applying the update step by step and adding up the angles gives a lag of 2.0815 rad after 3141 steps and 2.0822 rad after 3142.

For the electron of the example, $\Omega=1.539\times10^{10}$ rad/s. The time step is 13.0 ps, the gyroperiod 0.408 ns and the whole interval 40.8 ns.

### What the lag means

Take the perpendicular speed as the unit. The true and numerical perpendicular velocities are then two unit vectors at an angle $\delta$ to each other, and their difference has length $2\sin(\delta/2)$. After 3142 steps it is 1.73 times the perpendicular speed. The electron has the right energy, but its perpendicular velocity points 119° away from the true direction. A test of energy conservation cannot reveal this error.

Whether it matters depends on the question asked. An average over electrons with evenly spread gyrophases is not affected by a common lag. A process that depends on the phase relative to an oscillating field is affected.

### Step for a lag of 0.1 rad

Solving $\delta(h)=0.1$ rad numerically for $M=100$ gives $h=0.0437$, or a time step of 2.84 ps. This needs 4.6 times as many steps as $h=0.2$.

In a uniform field there is another cure. Keep the direction of $\mathbf t$ but give it the length $\tan(h/2)$, also in $w$. Then $\theta=2\arctan[\tan(h/2)]=h$ for $h<\pi$, and the lag disappears apart from round-off. The speed is still conserved, because the proof holds for a $\mathbf t$ of any length.

This correction has a price when there is a uniform electric field $\mathbf E$ perpendicular to $\mathbf B$. The full Boris step adds $\boldsymbol\varepsilon=q\mathbf E\Delta t/2m$ before and after the rotation. A steady drift velocity $\mathbf u$ must return to itself, so $\mathbf v^-=\mathbf u+\boldsymbol\varepsilon$ and $\mathbf v^+=\mathbf u-\boldsymbol\varepsilon$. Inserting these into the average-velocity form gives $-2\boldsymbol\varepsilon=2\mathbf u\times\mathbf t$. With the original $\mathbf t$ this is $\mathbf E+\mathbf u\times\mathbf B=0$, the correct drift. With the lengthened $\mathbf t$, the drift is too slow by the factor $a/\tan a\approx1-a^2/3$, unless the electric kicks are changed as well.

## Comparison of the two results

The series $\arctan(a)/a=1-a^2/3+a^4/5-\dots$ turns the exact lag into

$$\delta=2\pi M\left(\frac{h^2}{12}-\frac{h^4}{80}+\dots\right).$$

The first term is the scaling estimate. The second lowers it by the fraction $12h^2/80=0.15\,h^2$, which is 0.6% at $h=0.2$. This accounts for the difference between 2.094 and 2.082 rad.

The same term explains a small departure from quadratic scaling. At half the step, $h=0.1$, and over the same 100 gyroperiods, the lag is 0.523 rad. The ratio of the two lags is 3.98 instead of 4.

At large steps the two results part. The estimate grows without limit and exceeds the whole true phase $2\pi M$ once $h>\sqrt{12}$, which would mean that the numerical electron turns backwards. The exact angle $\theta$ instead approaches $\pi$: the perpendicular velocity nearly reverses in each step, and the lag tends to $2\pi M(1-\pi/h)$. The speed is conserved even there, although the orbit no longer resembles the true one.

## The real source

The field of 87.5 mT corresponds to the common microwave frequency of 2.45 GHz. Of the assumptions examined here, the uniform field is the one that fails most clearly in a real source. Suppose that $B$ falls linearly along the axis, $B=B_0(1-z/L)$, with a rough length $L=0.2$ m. Let the electron circle the axis and start towards the weaker field.

In guiding-centre theory its magnetic moment is constant, so the axial acceleration is $v_\perp^2/2L$, with $v_\perp$ the initial perpendicular speed. The distance travelled is

$$z=v_\parallel t+\frac{v_\perp^2t^2}{4L}.$$

Here $t$ is the time and $v_\parallel$ the initial axial speed. Integrating the frequency change $-\Omega z/L$ gives the physical phase shift

$$\Delta\phi=-\frac{\Omega}{L}\left(\frac{v_\parallel T^2}{2}+\frac{v_\perp^2T^3}{12L}\right)=-40.3\ \text{rad}.$$

An accurate Runge–Kutta orbit in this field gives the same value. The electron travels 26 mm, and the field along its path drops by 13%.

This shift is much larger than the lag, but it is not a numerical error, since the true and the Boris orbits both contain it. The lag is the difference between them in the same field. With the time step held at 13.0 ps, a full Boris orbit lags behind the accurate one by 1.72 rad instead of 2.08 rad. The reason is that the lag per unit time is about $\Omega^3\Delta t^2/12$ with the local $\Omega$, and the electron moves into a weaker field. The exact local lag rate, integrated along the accurate orbit, also gives 1.72 rad.

Three other neglected effects are weaker in this example:

- A weak axial electric field of 15 V/m, roughly 3 V over 0.2 m, that slows the electron shifts the physical phase by 2.3 rad. It does so by keeping the electron in the stronger field.
- With a rough cross section of $6\times10^{-20}$ m², the electron makes on average 0.09 collisions with argon atoms in 40.8 ns. This number is proportional to the pressure. Near 10 mTorr about one collision would be expected, and scattering would then limit the time over which a phase lag can build up. Coulomb scattering on ions is not included in this count. For an ion density of $10^{17}$ to $10^{18}$ m⁻³ and a Coulomb logarithm of 10, it adds roughly 0.02 to 0.2 momentum-transfer collisions in the same time.
- The relativistic mass increase delays the phase by 0.005 rad.

When the microwave power is on, the slow numerical rotation has a further consequence. At $h=0.2$ the numerical turning rate matches the microwave frequency in a field about 0.33% above the true resonant field. With $L=0.2$ m, the simulated resonance is displaced by about 0.7 mm towards the stronger field. This is small compared with the resonance zone itself: if the Doppler shift and the change in axial speed are neglected, an electron with 1 eV of axial energy stays within a quarter turn of the microwave phase over a distance $\sqrt{\pi L v_\parallel/\Omega}\approx5$ mm on either side of the resonance. This width is a rough figure for a weak wave. Resonant heating raises the mirror force: for an electron crossing the zone towards the weaker field, the axial speed grows by 7% with no wave field, by up to about 30% at 1 kV/m and by up to a factor of two at 3 kV/m, which widens the zone. The Doppler shift moves the resonance by 0.4 mm at the vacuum wavelength and by about 3 mm for a refractive index near 7.
